\section*{Halide p-pi orbitals in octahedral MX6 and their metal partners}

\section{Result}

Place a metal atom M at the centre of a regular octahedron and six halides X on the axes $\pm x,\pm y,\pm z$. Each halide carries two valence p orbitals perpendicular to its M--X line, twelve in all. Spin-orbit coupling is left out at first.

\textbf{Theorem.}
(a) The twelve p$\pi$ orbitals span
\begin{equation}
\Gamma_\pi=T_{1g}+T_{2g}+T_{1u}+T_{2u},
\end{equation}
each species once.
(b) The $T_{2g}$ set has a metal partner in $d_{xy},d_{yz},d_{zx}$, and the $T_{1u}$ set has one in $p_x,p_y,p_z$.
(c) The $T_{1g}$ and $T_{2u}$ sets have zero overlap with every metal s, p and d orbital, and zero matrix element with them of any one-electron operator that has the full symmetry of the octahedron.

The sets without an s, p or d partner are therefore $T_{1g}$ and $T_{2u}$; the $T_{2g}$ set is not one of them.

All p orbitals are real and refer to the same global axes. The symbol $y_{+x}$ means the $p_y$ orbital of the halide on $+x$, with its positive lobe towards positive $y$. The symmetry group is $O_h$, with 48 operations.

\section{The twelve orbitals}

\textbf{Lemma 1.} The character $\chi_\pi$ is 12 for the identity $E$, $-4$ for the three half-turns $C_4^2$ about the M--X axes, and 0 for all other operations.

\textit{Proof.} An orbital on a halide that moves to another site contributes nothing to the trace, so only halides left in place count.
\begin{itemize}
\item $E$: twelve orbitals are unchanged, so $\chi_\pi=12$.
\item $C_4$ about $z$: the halides on $\pm z$ stay. There $p_x\to p_y$ and $p_y\to-p_x$, with trace 0.
\item $C_4^2$ about $z$: the same two halides stay, but now $p_x\to-p_x$ and $p_y\to-p_y$. Each gives $-2$, so $\chi_\pi=-4$.
\item $\sigma_h$, the $xy$ plane: four halides stay. On $+x$, $p_y\to p_y$ and $p_z\to-p_z$, with trace 0; the other three are alike.
\item $\sigma_d$, the plane $x=y$: the halides on $\pm z$ stay. There $p_x$ and $p_y$ are exchanged, with trace 0.
\item $C_3$, $C_2'$ (half-turn about a line midway between two axes), inversion, $S_4$ and $S_6$: no halide stays, so $\chi_\pi=0$.
\end{itemize}
These are the ten classes of $O_h$. $\square$

\textbf{Lemma 2.} Each T species occurs once in $\Gamma_\pi$, and no A or E species occurs.

\textit{Proof.} The number of times a species $\Gamma$ occurs is the average of $\chi_\Gamma\chi_\pi$ over the group. By Lemma 1 only $1+3$ operations contribute:
\begin{align}
n_\Gamma&=\frac{1}{48}\left[12\,\chi_\Gamma(E)+3(-4)\,\chi_\Gamma(C_4^2)\right]\nonumber\\
&=\frac{\chi_\Gamma(E)-\chi_\Gamma(C_4^2)}{4}.
\end{align}
The characters needed are found as follows. In a one-dimensional species $C_4$ has character $\pm1$, because all characters of $O_h$ are real; its square has character 1. The functions $x^2-y^2$ and $2z^2-x^2-y^2$ span $E_g$, and a half-turn about $z$ leaves both unchanged, so the character is 2. A vector has $x\to-x$, $y\to-y$, $z\to z$, so $T_1$ has character $-1$. For $T_2$, spanned by $xy,yz,zx$, the signs are $+,-,-$, again $-1$. The labels g and u make no difference, since $C_4^2$ is a proper rotation. Hence
\begin{equation}
n_A=\frac{1-1}{4}=0,\quad n_E=\frac{2-2}{4}=0,\quad n_T=\frac{3+1}{4}=1 .
\end{equation}
The four T species supply $4\times3=12$ orbitals, which is the full number. $\square$

\textbf{Lemma 3.} One member of each set is
\begin{align}
\phi(T_{1g})&=\tfrac12\,(y_{+x}-y_{-x}-x_{+y}+x_{-y}),\\
\phi(T_{2g})&=\tfrac12\,(y_{+x}-y_{-x}+x_{+y}-x_{-y}),\\
\phi(T_{1u})&=\tfrac12\,(z_{+x}+z_{-x}+z_{+y}+z_{-y}),\\
\phi(T_{2u})&=\tfrac12\,(z_{+x}+z_{-x}-z_{+y}-z_{-y}),
\end{align}
and the other two members follow by cyclic exchange of $x,y,z$. The factor $\frac12$ normalizes them when overlap between halides is neglected.

\textit{Proof.} A combination of p orbitals is a set of arrows, one arrow $\mathbf v(\mathbf n)$ on each site $\mathbf n$. An operation $R$ turns it into $R\,\mathbf v(R^{-1}\mathbf n)$.

The first combination is $\mathbf v=\hat{\mathbf z}\times\mathbf n$: it gives $\hat{\mathbf y}$ on $+x$, $-\hat{\mathbf y}$ on $-x$, $-\hat{\mathbf x}$ on $+y$, $\hat{\mathbf x}$ on $-y$, and zero on $\pm z$. Since $R(\mathbf a\times\mathbf b)=\det R\,(R\mathbf a)\times(R\mathbf b)$, it transforms as an axial vector, which is $T_{1g}$. The arrows circulate about $z$.

The second is the gradient of $xy$, namely $(y,x,0)$, taken at the sites. A gradient transforms as its function does, and $xy$ belongs to $T_{2g}$.

The third is the part of the constant vector $\hat{\mathbf z}$ perpendicular to $\mathbf n$. It transforms as a polar vector, $T_{1u}$.

The fourth is $(n_x^2-n_y^2)\hat{\mathbf z}$. Together with its cyclic companions it transforms as a polar vector, multiplied by $-1$ whenever the operation permutes the three axes oddly. That sign is the species $A_{2g}$, and $T_{1u}\times A_{2g}=T_{2u}$. $\square$

\section{The metal orbitals and the selection rule}

\textbf{Lemma 4.} Metal s is $A_{1g}$, p is $T_{1u}$, and d is $E_g+T_{2g}$. The lowest shell containing $T_{2u}$ is f, and the lowest containing $T_{1g}$ is g.

\textit{Proof.} An s orbital is invariant. The p orbitals transform as $x,y,z$. The d orbitals are $x^2-y^2$ and $2z^2-x^2-y^2$, which span $E_g$, and $xy,yz,zx$, which span $T_{2g}$. Neither $T_{2u}$ nor $T_{1g}$ is in this list.

The function $z(x^2-y^2)$ has zero Laplacian and degree 3, so it is an f function. It is $z$ times the same alternating factor as in Lemma 3, hence $T_{2u}$.

For $T_{1g}$ the f shell is excluded by its odd parity. The function $xy(x^2-y^2)=x^3y-xy^3$ has Laplacian $6xy-6xy=0$ and degree 4, so it is a g function. It belongs to $T_{2g}\times A_{2g}=T_{1g}$. $\square$

\textbf{Lemma 5.} Let $\phi_i$ and $\chi_j$ belong to different species, and let $A$ commute with all operations. Then $M_{ij}=\langle\phi_i|A|\chi_j\rangle=0$.

\textit{Proof.} Applying an operation $R$ to both functions leaves $M_{ij}$ unchanged, because $R$ preserves inner products and commutes with $A$. With real representation matrices $D$ and $D'$,
\begin{equation}
M_{ij}=\sum_{kl}D_{ki}(R)\,D'_{lj}(R)\,M_{kl}.
\end{equation}
Average over the 48 operations. By the orthogonality of inequivalent irreducible representations, $\sum_R D_{ki}(R)D'_{lj}(R)=0$ for all indices, so $M_{ij}=0$. $\square$

\textbf{Proof of the theorem.} Part (a) is Lemma 2. Part (c) follows from Lemmas 4 and 5, with $A=1$ for the overlap.

Symmetry permits the pairs in (b), and the signs show that they do couple. Let $S_d$ be the overlap of $d_{xy}$ with $y_{+x}$. Near $+x$ the orbital $d_{xy}$ varies as $+y$, and near $-x$ as $-y$. Near $+y$ and $-y$ it varies as $+x$ and $-x$. Its overlaps with $y_{+x},y_{-x},x_{+y},x_{-y}$ are thus $S_d,-S_d,S_d,-S_d$, and
\begin{align}
\langle d_{xy}|\phi(T_{2g})\rangle&=\tfrac12(S_d+S_d+S_d+S_d)=2S_d,\\
\langle d_{xy}|\phi(T_{1g})\rangle&=\tfrac12(S_d+S_d-S_d-S_d)=0 .
\end{align}
Metal $p_z$ has the same overlap $S_p$ with $p_z$ on each of the four equatorial halides, so
\begin{align}
\langle p_z|\phi(T_{1u})\rangle&=\tfrac12(4S_p)=2S_p,\\
\langle p_z|\phi(T_{2u})\rangle&=\tfrac12(S_p+S_p-S_p-S_p)=0 .
\end{align}
These group overlaps are nonzero whenever $S_d$ and $S_p$ are. $\square$

These two zeros come from cancellation between sites; each single p$\pi$ orbital in the sums does overlap with the metal orbital. With metal s the overlap of each single p$\pi$ orbital is already zero. For Gaussian orbitals with exponents $0.3$ (metal) and $0.6$ bohr$^{-2}$ (halide), $3.4$ bohr apart, $S_p=0.0855$ and $S_d=0.2123$. Direct integration gives group overlaps of $0.1710$ for $T_{1u}$ with p and $0.4246$ for $T_{2g}$ with d, twice the single values. $T_{1g}$ and $T_{2u}$ give zero with s, p and d, but $0.7557$ with g and $0.5271$ with f respectively.

\section{Consequences for the energies}

\textbf{Remark 1: coupling to the metal.} Consider the $T_{2g}$ pair alone, with halide energy $\varepsilon_X$ below metal energy $\varepsilon_M$. Let $h$ be the matrix element of the one-electron Hamiltonian between $d_{xy}$ and $y_{+x}$. The signs are those of the overlap, so the group element is $2h$. The secular equation is
\begin{equation}
(\varepsilon_X-E)(\varepsilon_M-E)=(2h-2ES_d)^2 .
\end{equation}
Dividing by $\varepsilon_M-E$ and setting $E=\varepsilon_X$ on the right gives, to leading order in the coupling,
\begin{equation}
E\simeq\varepsilon_X-\frac{4(h-\varepsilon_XS_d)^2}{\varepsilon_M-\varepsilon_X}.
\end{equation}
The halide-based $T_{2g}$ level is pushed down, unless $h$ happens to equal $\varepsilon_XS_d$. For $T_{1g}$ and $T_{2u}$ the numerator from s, p and d is zero.

\textbf{Remark 2: coupling among halides.} A set without a metal partner still feels the other halides. Keep only neighbours at $90^\circ$ and neglect their overlap. For arrows $\mathbf a$ and $\mathbf b$ on two neighbours joined along the unit vector $\mathbf u$, the matrix element is
\begin{equation}
V_\sigma(\mathbf a\cdot\mathbf u)(\mathbf b\cdot\mathbf u)+V_\pi\left[\mathbf a\cdot\mathbf b-(\mathbf a\cdot\mathbf u)(\mathbf b\cdot\mathbf u)\right].
\end{equation}
With all arrows in global axes the usual signs are $V_\sigma>0$ and $V_\pi<0$. For the sites $+x$ and $+y$, $\mathbf u=(\hat{\mathbf x}-\hat{\mathbf y})/\sqrt2$.

In $T_{1g}$, $\mathbf a=\hat{\mathbf y}$ and $\mathbf b=-\hat{\mathbf x}$. Both projections on $\mathbf u$ are $-1/\sqrt2$ and $\mathbf a\cdot\mathbf b=0$, so the element is $\frac12(V_\sigma-V_\pi)$. In $T_{2g}$ the sign of $\mathbf b$ is reversed, and so is the element. In $T_{1u}$ both arrows are $\hat{\mathbf z}$, perpendicular to $\mathbf u$, which gives $V_\pi$; in $T_{2u}$ it is $-V_\pi$. There are four equivalent pairs, each with weight $\frac12\cdot\frac12$ and counted twice in the energy, so every element is multiplied by $2\cdot4\cdot\frac14=2$:
\begin{align}
\Delta(T_{1g})&=V_\sigma-V_\pi, & \Delta(T_{2g})&=-(V_\sigma-V_\pi),\\
\Delta(T_{1u})&=2V_\pi, & \Delta(T_{2u})&=-2V_\pi .
\end{align}
In this model $T_{1g}$ is raised, and it lies above $T_{2u}$ by $V_\sigma+V_\pi$ if $V_\sigma>|V_\pi|$. ``Nonbonding'' thus refers to the metal alone.

\textbf{Remark 3: $\sigma$--$\pi$ mixing.} The combination $(z_{+z}+z_{-z})/\sqrt2$ points along the M--X lines and also transforms as $z$. It is a $\sigma$ orbital of species $T_{1u}$ and mixes with $\phi(T_{1u})$. The theorem counts the p$\pi$ orbitals before this mixing. The six $\sigma$ orbitals have no $T_{1g}$, $T_{2g}$ or $T_{2u}$ part: on each axis take the sum and the difference of the two $\sigma$ orbitals, both with the positive lobe pointing outwards. The three sums transform as $x^2,y^2,z^2$, which span $A_{1g}+E_g$, and the three differences transform as $x,y,z$, which is $T_{1u}$.

\section{Tungsten hexafluoride}

WF$_6$ is a precursor for the chemical vapour deposition of tungsten. The levels below are from restricted Hartree--Fock theory with density fitting, the def2-TZVP basis and an effective core potential on W. The bond length is a rough input, $1.80$ \AA. Electron correlation and spin-orbit coupling are left out. Shares are L\"owdin populations, which depend on the basis; the last column is the $\pi$ part of the fluorine p population.

\begin{center}
\begin{tabular}{lrrrrr}
Level & $E$ (eV) & W p & W d & W f & $\pi$ \\
 & & \% & \% & \% & \% \\
\hline
$T_{1g}$ & $-18.35$ & 0 & 0 & 0 & 100 \\
$T_{1u}$ upper & $-19.01$ & 3.3 & 0 & 5.6 & 23 \\
$T_{2u}$ & $-19.22$ & 0 & 0 & 3.6 & 100 \\
$T_{1u}$ lower & $-19.87$ & 5.1 & 0 & 0.3 & 78 \\
$T_{2g}$ & $-22.01$ & 0 & 23 & 0 & 100
\end{tabular}
\end{center}

The W s share is zero in all five levels. $T_{1g}$, the highest occupied level in this calculation, has no W s, p, d or f share. $T_{2u}$ has only its f partner among these. Between def2-SVP and def2-TZVP the W p shares move by up to $0.8$ and the W f shares by $0.4$ to $0.5$ percentage points. Both sets have a single set of f functions on W, and larger sets were not tried. $T_{2g}$ carries a large d share. The two $T_{1u}$ levels show the mixing of Remark 3: the upper one is mainly $\sigma$ and the lower one mainly $\pi$.

How much of the $T_{2g}$ lowering is due to the metal? Remove all W s, p and d functions, hold the rest of the Fock matrix fixed, and diagonalize again. $T_{1g}$ and $T_{2u}$ do not move, to $0.0001$ eV, while $T_{2g}$ rises by $1.68$ eV. Of its separation from $T_{1g}$, $3.66$ eV, there remain
\begin{equation}
3.66-1.68=1.98\ \text{eV}.
\end{equation}
The remainder has the sign given by Remark 2, as has the $0.87$ eV by which $T_{1g}$ lies above $T_{2u}$. Other contributions, such as the f functions in $T_{2u}$, were not separated from it. The division also depends on the basis: in def2-SVP the rise is $1.93$ eV and $1.79$ eV remains, changes of $0.25$ and $0.19$ eV. Larger basis sets were not tried, so the remaining error of these two parts is not known.

Going from def2-SVP to def2-TZVP moves the $T_{1g}$ energy by $0.24$ eV, and the separations of the other levels from it by at most $0.11$ eV. The W d share of $T_{2g}$ changes from $24.6$ to $23.3\,\%$. Lengthening the bond to $1.85$ \AA, in the smaller basis, reduces the $T_{1g}$--$T_{2g}$ separation by $0.41$ eV. The separations thus depend on the rough bond length; the zeros do not.

\section{Where the rule weakens}

\textbf{Spin-orbit coupling.} With spin included, species must be compared in the double group. $T_{1g}$ behaves as angular momentum 1 and combines with spin $\frac12$ to $\frac12$ and $\frac32$, which are $\Gamma_6+\Gamma_8$. Multiplication by $A_{2g}$ turns $T_{1g}$ into $T_{2g}$ and $\Gamma_6$ into $\Gamma_7$, and leaves $\Gamma_8$ as it is, so $T_{2g}$ gives $\Gamma_7+\Gamma_8$. The shared $\Gamma_8$ lets metal d enter the $T_{1g}$ level. Metal s with spin is $\Gamma_6$, so it can enter the $\Gamma_6$ part. In the same way $T_{2u}$ and $T_{1u}$ share a $\Gamma_8$ of odd parity, which admits metal p.

For WF$_6$ in the def2-SVP basis, fluorine spin-orbit coupling with the bare nuclear charge splits $T_{1g}$ by $0.034$ eV and brings in a W s, p, d share of $8.5\times10^{-4}\,\%$. For $T_{2u}$, which lies close to the two $T_{1u}$ levels, the share is $0.016\,\%$, about twenty times larger. Screening by the inner electrons is omitted, so these figures are likely too large. On tungsten only the splitting of $T_{2g}$ is estimated. A p set with constant $\zeta$ splits into $\zeta/2$ (fourfold) and $-\zeta$ (twofold). Within $d_{xy},d_{yz},d_{zx}$ the orbital angular momentum acts as minus that of a p set, so the levels are $-\zeta/2$ and $\zeta$, a separation of $\frac32\zeta$. With a rough $\zeta=0.3$ eV for W 5d, weighted by the d share,
\begin{equation}
\tfrac32\times0.3\ \text{eV}\times0.233\approx0.1\ \text{eV},
\end{equation}
small beside the $3.66$ eV separation.

\textbf{Bending.} The theorem needs a regular octahedron, and a vibrating molecule has one only on average. A $T_{2u}$ bend destroys the inversion centre, so the former $T_{1g}$ orbitals can take up metal p to first order. A $T_{2g}$ bend keeps the inversion centre and can admit only even orbitals, such as d.

In the def2-SVP basis, move four fluorines by $0.10$ \AA\ along one $T_{2u}$ coordinate, with bond lengths held at $1.80$ \AA. The energy rises by $0.0356$ eV and the $T_{1g}$ orbitals gain a W s, p, d share of $0.083\,\%$. Both quantities are taken as quadratic in the displacement. A classical harmonic coordinate has mean potential energy $kT/2$, which is $0.0302$ eV at a rough process temperature of 700 K. The root-mean-square move is then $0.10\sqrt{0.0302/0.0356}=0.092$ \AA, and the three equivalent coordinates together give
\begin{equation}
3\times0.083\,\%\times\frac{0.0302}{0.0356}=0.21\,\% .
\end{equation}
The quadratic law holds only roughly: starting from half the displacement gives $0.24\,\%$ instead. The dependence of this share on the basis was not examined. The computed energy rise corresponds to a bending wavenumber of about $160$ cm$^{-1}$, while the measured one is near $130$ cm$^{-1}$; with the measured stiffness the thermal share would be about $1.5$ times larger. The stiffer $T_{2g}$ bend gives $0.022\,\%$. The $T_{1u}$ bend also destroys the inversion centre. Moving the four equatorial fluorines by $0.05$ \AA\ along $z$, with the other atoms and the bond lengths fixed, gives in the same way a thermal share of $0.21\,\%$, almost all metal p. This coordinate is not an exact normal mode. Stretches are left out of these figures.

\textbf{The real precursor.} The bond length and temperature used here are of the size met with WF$_6$ in tungsten deposition, but both are rough. For the intact gas molecule, the largest of the evaluated admixtures into $T_{1g}$ come from the $T_{2u}$ and $T_{1u}$ bends, about $0.2\,\%$ each and $0.4$ to $0.5\,\%$ together, about a fiftieth of the $23\,\%$ d share of $T_{2g}$. The assumption that fails during deposition is the octahedron itself. Once a fluorine is lost or the molecule binds to a surface, the 48 operations are no longer symmetries, and the theorem no longer applies. Some zeros can survive: if only the fluorine on $+z$ is removed and the others stay in place, $\phi(T_{1g})$ circulating about $z$ is unchanged by a quarter-turn about $z$ and changes sign in every mirror plane containing $z$. No metal s, p or d orbital does both, so this combination still has no such partner. The other two members of the set are no longer protected. The size of the metal share in such species is not given by the numbers above.

\section*{Computed values}
\begin{verbatim}
p-pi characters: E 12, C4^2 -4, all others 0
p-pi species: T1g + T1u + T2g + T2u
metal s species: A1g
metal p species: T1u
metal d species: Eg + T2g
metal f species: A2u + T1u + T2u
metal g species: A1g + Eg + T1g + T2g
Gaussian test: distance 3.4 bohr, exponents M 0.3, X 0.6 bohr^-2
single S_pi: p 0.0855, d 0.2123
group overlaps with metal s, p, d, f, g:
  T1g: 0.0000 0.0000 0.0000 0.0000 0.7557
  T2g: 0.0000 0.0000 0.4246 0.0000 0.2856
  T1u: 0.0000 0.1710 0.0000 0.4083 0.0000
  T2u: 0.0000 0.0000 0.0000 0.5271 0.0000
WF6 bond length (rough input): 1.80 angstrom
basis functions: SVP 116, TZVP 226
TZVP levels: energy/eV; W s,p,d,f shares/%; pi part of F p/%
  T1g        -18.354; 0.00 0.00 0.00 0.00; 100.0
  T2u        -19.222; 0.00 0.00 0.00 3.57; 100.0
  T2g        -22.010; 0.00 0.00 23.30 0.00; 100.0
  T1u upper  -19.014; 0.00 3.26 0.00 5.56; 23.3
  T1u lower  -19.866; 0.00 5.13 0.00 0.34; 77.5
highest occupied level: T1g
basis shift TZVP-SVP of T1g energy: 0.243 eV
level minus T1g: TZVP; basis shift; shift at 1.85 angstrom (eV)
  T2u       -0.868; 0.009; 0.126
  T2g       -3.656; 0.068; 0.410
  T1u upper -0.660; -0.014; 0.081
  T1u lower -1.512; -0.109; 0.085
W d share of T2g, SVP: 24.62 %
shift when W s,p,d are removed (eV):
  T1g 0.0000, T2u 0.0000, T2g 1.677
F spin-orbit splitting of T1g (bare nucleus): 0.0344 eV
W s,p,d share of T1g from F spin-orbit: 8.5e-04 %
W 5d spin-orbit constant (rough input): 0.3 eV
estimated W spin-orbit splitting of T2g: 0.105 eV
temperature (rough input): 700 K; kT/2 = 0.0302 eV
trial bend: four F atoms moved by 0.10 angstrom
  T2u bend: energy rise 0.0356 eV, W s,p,d in T1g 0.083 %
    thermal rms move 0.092 angstrom, share (3 modes) 0.211 %
  T2g bend: energy rise 0.1775 eV, W s,p,d in T1g 0.044 %
    thermal rms move 0.041 angstrom, share (3 modes) 0.022 %
\end{verbatim}
